# Second-Order Density Correction to the Clausius-Mossotti Ratio for Hard Spheres: verification in Python

```python
# Result under test: for hard spheres of diameter s with point polarizability
# alpha (a volume), the Clausius-Mossotti ratio (eps-1)/(eps+2) at density n is
#   (4 pi/3) n alpha + B n^2 + O(n^3),
#   B = (4 pi/3)(8 pi/9) alpha^2 ln((1+X)/(1-2X)),  X = alpha/s^3,
# whose leading term in X is (4 pi/3)(8 pi/3) alpha^3/s^3.
# The example is methane gas; its polarizabilities come from Hartree-Fock.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from pyscf import gto, scf

pi = np.pi


def b_leading(alpha, s):
    return (4*pi/3)*(8*pi/3)*alpha**3/s**3


def b_closed(alpha, s):
    x = alpha/s**3
    return (4*pi/3)*(8*pi/9)*alpha**2*np.log((1 + x)/(1 - 2*x))


def total_polarizability(positions, alpha):
    """Solve the coupled dipoles; return one third of the trace, per sample."""
    batch, count, _ = positions.shape
    sep = positions[:, :, None, :] - positions[:, None, :, :]
    dist2 = np.sum(sep**2, axis=-1)
    idx = np.arange(count)
    dist2[:, idx, idx] = np.inf
    tensor = 3*sep[..., :, None]*sep[..., None, :]
    tensor /= (dist2**2.5)[..., None, None]
    tensor -= np.eye(3)/(dist2**1.5)[..., None, None]
    tensor = tensor.transpose(0, 1, 3, 2, 4).reshape(batch, 3*count, 3*count)
    matrix = np.eye(3*count) - alpha*tensor
    applied = np.broadcast_to(alpha*np.tile(np.eye(3), (count, 1)),
                              (batch, 3*count, 3)).copy()
    dipoles = np.linalg.solve(matrix, applied).reshape(batch, count, 3, 3)
    return np.trace(dipoles.sum(axis=1), axis1=1, axis2=2)/3


# --- Dielectric sphere of unit radius in a unit field: boundary conditions.
# Unknowns: inner field a, outer dipole p; potential and displacement match.
for eps_test in (1.01, 1.7, 4.0):
    a_in, p_out = np.linalg.solve([[1.0, 1.0], [eps_test, -2.0]], [1.0, 1.0])
    # Independent check that this solution is the Clausius-Mossotti ratio.
    assert abs(p_out - (eps_test - 1)/(eps_test + 2)) < 1e-12

# --- Pair coefficient from the coupled-dipole definition, with s = 1.
nodes, weights = np.polynomial.legendre.leggauss(12)
t_nodes, t_weights = (nodes + 1)/2, weights/2      # r = 1/t
axis = np.array([1.0, 2.0, -2.0])/3


def b_numerical(alpha):
    pairs = np.zeros((len(t_nodes), 2, 3))
    pairs[:, 1, :] = axis/t_nodes[:, None]
    excess = total_polarizability(pairs, alpha) - 2*alpha
    integral = np.sum(t_weights*4*pi*excess/t_nodes**4)
    return (4*pi/3)*0.5*integral


for x_test in (0.02, 0.05, 0.2):
    assert abs(b_numerical(x_test)/b_closed(x_test, 1.0) - 1) < 1e-5
x_small = 0.02
limit_ratio = b_numerical(x_small)/b_leading(x_small, 1.0)
assert abs(limit_ratio - 1 - x_small/2) < 2*x_small**2

# --- Methane: response to the potential g * r^l * (harmonic), l = 1 and 2.
bond_nm = 0.109
h = bond_nm*10/np.sqrt(3)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (h, h, h)], ["H", (h, -h, -h)],
                  ["H", (-h, h, -h)], ["H", (-h, -h, h)]],
            basis="aug-cc-pvdz", verbose=0)
hcore = scf.hf.get_hcore(mol)
mf0 = scf.RHF(mol)
mf0.conv_tol = 1e-11
energy0 = mf0.kernel()
assert mf0.converged
dm0 = mf0.make_rdm1()


def response(operator, strength):
    """Multipole polarizability from moments, and from energies (bohr units)."""
    moments, energies = [], []
    for g in (strength, -strength):
        mf = scf.RHF(mol)
        mf._eri = mf0._eri
        mf.conv_tol = 1e-11
        mf.get_hcore = lambda *args, g=g: hcore - g*operator
        energies.append(mf.kernel(dm0=dm0))
        assert mf.converged
        moments.append(-np.einsum("ij,ji", mf.make_rdm1(), operator))
    from_moment = -(moments[0] - moments[1])/(2*strength)
    from_energy = -(sum(energies) - 2*energy0)/strength**2
    return from_moment, from_energy


n_ao = mol.nao
r_ints = mol.intor("int1e_r")
rr_ints = mol.intor("int1e_rr").reshape(3, 3, n_ao, n_ao)
alpha_au, alpha_energy = response(r_ints[2], 0.004)
quad_e, quad_e_energy = response(
    rr_ints[2, 2] - (rr_ints[0, 0] + rr_ints[1, 1])/2, 0.001)
quad_t, quad_t_energy = response(np.sqrt(3)*rr_ints[0, 1], 0.001)
assert abs(alpha_au/alpha_energy - 1) < 2e-3
assert abs(quad_e/quad_e_energy - 1) < 1e-2
assert abs(quad_t/quad_t_energy - 1) < 1e-2
quad_au = (2*quad_e + 3*quad_t)/5                  # rotational mean
bohr_nm = const.physical_constants["Bohr radius"][0]*1e9
alpha = alpha_au*bohr_nm**3
alpha_quad = quad_au*bohr_nm**5

# --- Example: rough molecular diameter, chosen density and temperature.
s, n, temperature = 0.38, 0.5, 300.0               # nm, nm^-3, K
X = alpha/s**3
cm_first = 4*pi/3*n*alpha
cm_second = b_leading(alpha, s)*n**2
cm_closed = b_closed(alpha, s)*n**2


def permittivity(c):
    return (1 + 2*c)/(1 - c)


eps_first = permittivity(cm_first)
eps_second = permittivity(cm_first + cm_second)
delta_eps = eps_second - eps_first
assert abs(delta_eps/((eps_first + 2)**2*cm_second/3) - 1) < 1e-4
pressure_torr = n*1e27*const.k*temperature/const.torr

# --- Many hard spheres in a spherical sample, all couplings kept (s = 1).
rng = np.random.default_rng(7)
count, samples = 32, 6000


def simulate(density):
    radius = (3*count/(4*pi*density))**(1/3)
    upper = np.triu_indices(count, 1)
    kept, total = [], 0
    while total < samples:
        pts = rng.normal(size=(2000, count, 3))
        pts /= np.linalg.norm(pts, axis=2, keepdims=True)
        pts *= radius*rng.random((2000, count, 1))**(1/3)
        sq = np.sum(pts**2, axis=2)
        gram = pts @ pts.transpose(0, 2, 1)
        d2 = sq[:, :, None] + sq[:, None, :] - 2*gram
        good = pts[d2[:, upper[0], upper[1]].min(axis=1) > 1.0]
        kept.append(good)
        total += len(good)
    pts = np.concatenate(kept)[:samples]
    excess = np.concatenate([total_polarizability(pts[i:i + 500], X)
                             for i in range(0, samples, 500)]) - count*X

    # Distances of two random points in a ball, times the pair excess.
    def integrand(r):
        x = X/r**3
        prob = 3*r**2/radius**3*(1 - 3*r/(4*radius) + r**3/(16*radius**3))
        return prob*4*X*x**2/((1 - 2*x)*(1 + x))
    predicted = count*(count - 1)/2*quad(integrand, 1, 2*radius)[0]
    error = excess.std(ddof=1)/np.sqrt(samples)/predicted
    return excess.mean()/predicted, error


dilute = 0.01
ratio_dilute, err_dilute = simulate(dilute)
ratio_gas, err_gas = simulate(n*s**3)
# Allowed: four standard errors plus the next density order, whose scale is
# the number of molecules in one excluded volume.
assert abs(ratio_dilute - 1) < 4*err_dilute + 4*pi/3*dilute
assert abs(ratio_gas - 1) < 4*err_gas + 4*pi/3*n*s**3

# --- Size of neglected effects.
well_kelvin = 150.0                                # rough contact depth
attraction = quad(lambda u: 3*u**2*np.exp(well_kelvin/temperature*u**6),
                  0, 1)[0]                         # u = s/r
# Mean square field gradient of a unit dipole at unit distance.
xs, ys, zs = sp.symbols("x y z", real=True)
coords = (xs, ys, zs)
coulomb = 1/sp.sqrt(xs**2 + ys**2 + zs**2)
point = {xs: 0, ys: 0, zs: 1}
gradient_sq = sum(float(sp.diff(coulomb, a, b, c).subs(point))**2
                  for a in coords for b in coords for c in coords)/18
assert abs(gradient_sq - 5) < 1e-12
quad_part = quad(lambda r: 2*gradient_sq*alpha**2*alpha_quad/r**6, s, np.inf)[0]
dip_part = quad(lambda r: 4*alpha**3/r**4, s, np.inf)[0]
quad_ratio = quad_part/dip_part
assert abs(quad_ratio/(1.5*alpha_quad/(alpha*s**2)) - 1) < 1e-6
field = 1e8                                        # V/m, i.e. 1 MV/cm
alpha_si = 4*pi*const.epsilon_0*alpha*1e-27
field_ratio = 0.5*alpha_si*field**2/(const.k*temperature)

print(f"C-H length (rough input): {bond_nm:.3f} nm")
print(f"RHF/aug-cc-pVDZ polarizability alpha: {alpha:.6f} nm^3")
print(f"RHF quadrupole polarizability (mean): {alpha_quad:.4e} nm^5")
print(f"hard-core diameter s (rough input): {s:.2f} nm")
print(f"density n: {n:.2f} nm^-3")
print(f"temperature: {temperature:.0f} K")
print(f"ideal-gas pressure n k T: {pressure_torr:.0f} Torr")
print(f"X = alpha/s^3: {X:.5f}")
print(f"n s^3: {n*s**3:.5f}")
print(f"packing fraction pi n s^3/6: {pi*n*s**3/6:.5f}")
print(f"first-order CM term: {cm_first:.6e}")
print(f"second-order CM term, leading in X: {cm_second:.4e}")
print(f"second-order CM term, closed form: {cm_closed:.4e}")
print(f"second/first CM term: {cm_second/cm_first:.4e}")
print(f"eps, first order only: {eps_first:.8f}")
print(f"eps, with leading second-order term: {eps_second:.8f}")
print(f"change of eps: {delta_eps:.4e}")
print(f"pair quadrature/leading formula at X=0.02: {limit_ratio:.6f}")
print(f"simulation: {count} molecules, {samples} samples per density")
print(f"simulated/pair excess at n s^3={dilute:.2f}: "
      f"{ratio_dilute:.4f} +- {err_dilute:.4f}")
print(f"simulated/pair excess at gas density: "
      f"{ratio_gas:.4f} +- {err_gas:.4f}")
print("Neglected effects, relative to the leading second-order term:")
print(f"higher powers of X: {100*(cm_closed/cm_second - 1):+.2f} %")
print(f"attraction, rough contact depth {well_kelvin:.0f} K: "
      f"{100*(attraction - 1):+.1f} %")
print(f"induced quadrupole: {100*quad_ratio:+.1f} %")
print(f"alpha E^2/2 over k T at 1 MV/cm: {field_ratio:.2e}")
print("verified")
```

Output:

```
C-H length (rough input): 0.109 nm
RHF/aug-cc-pVDZ polarizability alpha: 0.002374 nm^3
RHF quadrupole polarizability (mean): 4.6083e-05 nm^5
hard-core diameter s (rough input): 0.38 nm
density n: 0.50 nm^-3
temperature: 300 K
ideal-gas pressure n k T: 15534 Torr
X = alpha/s^3: 0.04327
n s^3: 0.02744
packing fraction pi n s^3/6: 0.01437
first-order CM term: 4.972716e-03
second-order CM term, leading in X: 2.1399e-06
second-order CM term, closed form: 2.1905e-06
second/first CM term: 4.3034e-04
eps, first order only: 1.01499270
eps, with leading second-order term: 1.01499919
change of eps: 6.4842e-06
pair quadrature/leading formula at X=0.02: 1.010413
simulation: 32 molecules, 6000 samples per density
simulated/pair excess at n s^3=0.01: 1.0050 +- 0.0102
simulated/pair excess at gas density: 0.9774 +- 0.0064
Neglected effects, relative to the leading second-order term:
higher powers of X: +2.36 %
attraction, rough contact depth 150 K: +19.5 %
induced quadrupole: +20.2 %
alpha E^2/2 over k T at 1 MV/cm: 3.19e-04
verified
```
